# Curvature of a Silicon Wafer under a Stressed Thin Film

## Problem

A film of thickness \(h_f=100\) nm covers one face of a silicon wafer of thickness \(h_s=725\) µm. The film is under a tensile stress \(\sigma=1\) GPa, equal in all in-plane directions. The wafer was flat before the film was deposited, is now free of clamps, and has the biaxial modulus \(M_s=180\) GPa.

(a) Estimate the radius of curvature \(R\) of the wafer by scaling.

(b) Derive \(R\) from the balance of forces and moments, and find the stress in the wafer.

(c) Decide whether the finite film thickness and the finite bow of a wafer of radius 100 mm alter the answer.

The materials are linearly elastic, the bond is perfect, and gravity is neglected. The stress \(\sigma\) is the mean over the film thickness in the final, bent state. Tension counts as positive.

## First estimate by scaling

The film acts on the wafer through its force per unit width,

\[
f=\sigma h_f=(1\ \text{GPa})(100\ \text{nm})=100\ \text{N/m}.
\]

This force acts at a distance of order \(h_s\) from the middle of the wafer, so the bending moment per width is of order \(f h_s\). Bending to a curvature \(\kappa=1/R\) produces strains of order \(\kappa h_s\) and stresses of order \(M_s\kappa h_s\). Acting over a thickness \(h_s\) with a lever arm \(h_s\), these stresses give a resisting moment of order \(M_s\kappa h_s^3\). Equating the two moments gives

\[
R\sim\frac{M_sh_s^2}{f}
=\frac{(180\times10^{9}\ \text{Pa})(725\times10^{-6}\ \text{m})^2}{100\ \text{N/m}}
\approx 950\ \text{m}.
\]

Scaling fixes the dependence on the parameters but leaves a pure number undetermined.

## Solution for a thin film

**The modulus.** Let the in-plane stresses be equal, \(\sigma_{xx}=\sigma_{yy}=s\), with \(\sigma_{zz}=0\) because the faces are free. For an isotropic solid with Young modulus \(E\) and Poisson ratio \(\nu\), Hooke's law gives

\[
\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}-\nu\sigma_{zz}}{E}
=\frac{1-\nu}{E}\,s ,
\]

and the same for \(\varepsilon_{yy}\). Hence \(s=M\varepsilon\) with \(M=E/(1-\nu)\). Each in-plane direction is stiffened by the stress in the other. The energy density is \(\tfrac12(s\varepsilon+s\varepsilon)=M\varepsilon^2\).

Silicon is not isotropic. For a (001) wafer, however, the fourfold axis normal to the surface makes the response to an equal in-plane strain again equal in all in-plane directions. The relation \(s=M_s\varepsilon\) then still holds, with \(M_s\) as given.

**The strain.** Measure \(z\) from the midplane of the wafer towards the film. Since the load is equal in all in-plane directions, and so is the wafer's response to such a load, take the shape to be a shallow spherical cap,

\[
w(r)=\tfrac12\kappa r^2 ,
\]

where \(w\) is the displacement along \(z\). For \(\kappa>0\) the film lies on the concave side. Lines normal to the midplane stay normal to it, so a point at height \(z\) moves radially by \(-z\,w'=-z\kappa r\). This adds the radial strain \(-z w''=-\kappa z\) and the hoop strain \(-z w'/r=-\kappa z\). With a uniform midplane strain \(\varepsilon_0\), both in-plane strains are

\[
\varepsilon(z)=\varepsilon_0-\kappa z .
\]

**Force balance.** No external force acts, and the stretching caused by a finite bow is left out until later, so the total force per width through any section far from the edge, on the scale of \(h_s\), is zero:

\[
\int_{-h_s/2}^{h_s/2}M_s(\varepsilon_0-\kappa z)\,dz+f=0 .
\]

The term odd in \(z\) integrates to zero, which leaves \(M_sh_s\varepsilon_0+f=0\), or

\[
\varepsilon_0=-\frac{f}{M_sh_s}=-7.66\times10^{-7}.
\]

The film pulls inward and the wafer is slightly compressed.

**Moment balance.** The total moment about the midplane is also zero. Because \(h_f\ll h_s\), the film force may be placed at \(z=h_s/2\):

\[
\int_{-h_s/2}^{h_s/2}M_s(\varepsilon_0-\kappa z)\,z\,dz+\frac{fh_s}{2}=0 .
\]

Now the \(\varepsilon_0\) term is odd and vanishes. With \(\int z^2dz=h_s^3/12\),

\[
-\frac{M_sh_s^3}{12}\,\kappa+\frac{fh_s}{2}=0
\quad\Longrightarrow\quad
\kappa=\frac{6\sigma h_f}{M_sh_s^2},
\qquad
R=\frac{M_sh_s^2}{6\sigma h_f}.
\]

This is the Stoney formula. Numerically,

\[
R=\frac{(180\times10^{9})(725\times10^{-6})^2}{6\times100}\ \text{m}
=157.7\ \text{m}\approx158\ \text{m}.
\]

The curvature is positive, so the tensile film is on the concave side. A compressive film of the same magnitude reverses the sign of \(\kappa\) and leaves \(|R|\) unchanged.

**Stress in the wafer.** The formula for \(\kappa\) gives \(M_s\kappa h_s/2=3f/h_s\), while \(M_s\varepsilon_0=-f/h_s\). The stresses at the interface and at the back face are therefore

\[
M_s\!\left(\varepsilon_0-\frac{\kappa h_s}{2}\right)=-\frac{4f}{h_s}=-0.552\ \text{MPa},
\qquad
M_s\!\left(\varepsilon_0+\frac{\kappa h_s}{2}\right)=+\frac{2f}{h_s}=+0.276\ \text{MPa}.
\]

The strain vanishes at \(z=\varepsilon_0/\kappa=-h_s/6=-120.8\) µm. This plane lies below the midplane because uniform compression is added to the bending. The wafer stress is more than a thousand times smaller than the film stress, since the same force is spread over a much larger thickness.

The smallness of the wafer strain also settles which film stress is meant. Suppose the wafer is first held flat and unstrained, and then released. The film strain changes by the interface strain, \(4\varepsilon_0=-3.1\times10^{-6}\). For a film biaxial modulus \(M_f=200\) GPa, a value chosen for illustration, the film stress falls by about 0.6 MPa, or 0.06 percent of 1 GPa. The stresses before and after release are interchangeable here.

## Finite film thickness

The film's midplane is at \(z_c=(h_s+h_f)/2\), and bending makes its stress vary about the mean:

\[
\sigma_f(z)=\sigma-M_f\kappa(z-z_c).
\]

Writing \(z=z_c+(z-z_c)\), the moment of the film is

\[
\int_{\text{film}}\sigma_f\,z\,dz=\sigma h_f\,\frac{h_s+h_f}{2}-\frac{M_fh_f^3}{12}\,\kappa .
\]

Adding the wafer's moment \(-M_sh_s^3\kappa/12\) and setting the sum to zero yields

\[
\kappa=\frac{6\sigma h_f(h_s+h_f)}{M_sh_s^3+M_fh_f^3}.
\]

With \(\eta=h_f/h_s\), the radius relative to the thin-film value is

\[
\frac{R_{\text{finite}}}{R}=\frac{1+(M_f/M_s)\eta^3}{1+\eta}\approx1-\eta .
\]

The leading correction comes from the longer lever arm and does not contain \(M_f\). Here \(\eta=1.38\times10^{-4}\), so the radius falls by 0.014 percent, to 157.67 m. Direct minimization of the elastic energy of the two layers, without use of the balance equations, gives the same value.

The thin-film formula fails when \(\eta\) is not small. For \(\eta=0.3\) and \(M_f=2M_s\), it gives 0.81 of the curvature of the two-layer plate at the same mean film stress.

## Finite bow

At its rim, a disk of radius \(a=100\) mm rises above its centre by

\[
b=\frac{a^2}{2R}=\frac{(0.100\ \text{m})^2}{2\times157.7\ \text{m}}=31.7\ \text{µm},
\qquad \frac{b}{h_s}=0.0437 .
\]

A flat disk cannot become a spherical cap without some stretching, which the solution above leaves out. Its size can be estimated for an isotropic plate with the same \(M_s\), keeping the shape spherical.

Let \(u(r)\) be the radial displacement of the midplane due to this stretching. The slope \(w'=\kappa r\) adds \(w'^2/2\) to the radial strain, so

\[
\varepsilon_r=u'+\tfrac12\kappa^2r^2,\qquad \varepsilon_\theta=\frac{u}{r}.
\]

Since \(u'=(r\varepsilon_\theta)'\), eliminating \(u\) gives \(\varepsilon_r-(r\varepsilon_\theta)'=\tfrac12\kappa^2r^2\). In-plane equilibrium requires \(\sigma_\theta=(r\sigma_r)'\), and the free rim requires \(\sigma_r(a)=0\). Try

\[
\sigma_r=A(a^2-r^2),\qquad \sigma_\theta=A(a^2-3r^2),
\]

which satisfies both. Inserting \(E\varepsilon_r=\sigma_r-\nu\sigma_\theta\) and \(E\varepsilon_\theta=\sigma_\theta-\nu\sigma_r\), the terms in \(\nu\) cancel by equilibrium, and

\[
\sigma_r-(r\sigma_\theta)'=A(a^2-r^2)-A(a^2-9r^2)=8Ar^2=\tfrac12E\kappa^2r^2 ,
\]

so \(A=E\kappa^2/16\).

With \(t=r^2/a^2\), the average over the disk is \(\int_0^1dt\). The averages of \((1-t)^2\), \((1-3t)^2\) and \((1-t)(1-3t)\) are \(1/3\), \(1\) and \(0\). The stretching energy per area is therefore

\[
\frac{h_s}{2E}\left\langle\sigma_r^2+\sigma_\theta^2-2\nu\sigma_r\sigma_\theta\right\rangle
=\frac{h_s}{2E}\,\frac{E^2\kappa^4a^4}{256}\,\frac43
=\frac{Eh_s\kappa^4a^4}{384}.
\]

The average of \(\sigma_r+\sigma_\theta\) is zero, so this stretching does not couple to the uniform strain \(\varepsilon_0\) or to the film force.

The bending energy per area is \(\int M_s(\kappa z)^2dz=M_sh_s^3\kappa^2/12\). The film, at fixed stress, contributes \(2f\) times its strain; the part that depends on curvature is \(2f(-\kappa h_s/2)=-fh_s\kappa\). Setting the derivative of the sum with respect to \(\kappa\) to zero gives

\[
\frac{M_sh_s^3\kappa}{6}+\frac{Eh_sa^4\kappa^3}{96}=fh_s .
\]

Without the second term this is the Stoney formula again. The ratio of the second term to the first, with \(E=(1-\nu)M_s\) and \(a^4\kappa^2=4b^2\), is the fractional increase of the radius to leading order for a shape kept spherical:

\[
\frac{\Delta R}{R}\approx\frac{(1-\nu)a^4\kappa^2}{16h_s^2}=\frac{1-\nu}{4}\left(\frac{b}{h_s}\right)^2 .
\]

For a chosen \(\nu=0.25\) this is \(0.75\times0.0437^2/4\), or 0.036 percent. If the shape is free to depart from a sphere, the curvature is no longer uniform, and the local radius at the centre rises by about 0.08 percent. As long as the effect is small, it grows as the square of the film force. By linear extrapolation, the bow would equal the wafer thickness at \(f\approx(100/0.0437)\ \text{N/m}\approx2300\) N/m, which is a 2.3 µm film at 1 GPa. Well before that point the linear formula loses accuracy. For the isotropic plate with its shape left free, the curvature at the centre is 7 percent below the Stoney value at 1000 N/m and 24 percent below it at 2300 N/m, while the radial curvature at the rim stays within 3 percent of it, so the shape is no longer a sphere. The plate keeps equal curvatures in the two in-plane directions at its centre up to a larger force, about 6000 to 7000 N/m, where that shape becomes unstable.

## Comparison

The scaling estimate has the correct dependence on every parameter but is too large by a factor of 6. Two geometric factors account for this. The lever arm is \(h_s/2\) rather than \(h_s\), and the bending stiffness is \(M_sh_s^3/12\) rather than \(M_sh_s^3\). Together they multiply the estimated curvature by \(12/2=6\).

The two corrections to the radius in (c) have opposite signs at the centre of the wafer and are both below 0.1 percent everywhere on it, so \(R\) remains 158 m. The wafer stress is altered more by the bow: in the estimate above, the stretching adds \(Aa^2=3.4\) kPa at the centre and a hoop stress of \(-2Aa^2=-6.8\) kPa at the rim, the latter about 2.5 percent of the stress at the back face. The input data matter far more. Because \(R\propto h_s^2\), an error of 5 µm in the wafer thickness, 0.7 percent, shifts \(R\) by 1.4 percent, or about 2 m. The choice of modulus matters more still: in the isotropic model with \(\nu=0.25\), using \(E=135\) GPa in place of \(M_s\) would give 118 m, because it leaves out the wafer's stress in the second in-plane direction, which stiffens the first.

Read backwards, the formula turns a measured radius into a film force, \(\sigma h_f=M_sh_s^2/(6R)\), provided that the wafer was flat before deposition and is not bent by its own weight. Real wafers can have an initial bow, and one of this size supported along its whole rim sags by 20 to 25 µm, and on three points of the rim by about 40 µm, which is comparable with the bow found above. For such wafers, \(1/R\) must be replaced by the change in curvature between measurements before and after deposition, made on the same support. This subtraction is only approximate, because the stretching couples the initial bow, the sag and the bow due to the film. For the isotropic plate on a ring support with the film face up, the change in curvature at the centre falls short of the Stoney value by 0.4 percent from the sag alone. With an initial bow in the same sense as the film's, it falls short by 1.8 percent for 50 µm and by 3.8 percent for 100 µm. The film thickness is then needed to obtain the stress, but the film's elastic constants are not, as long as \(h_f\ll h_s\). The numerical output below lists the main values.

## Computed values

```
Film stress: 1.0 GPa
Film thickness: 100 nm
Substrate thickness: 725 micrometre
Substrate biaxial modulus: 180 GPa
Film force per width: 100.0 N/m
Curvature, thin-film formula: 6.34166e-03 1/m
Radius, thin-film formula: 157.69 m
Radius, bilayer energy minimum: 157.67 m
Midplane strain: -7.663e-07 (dimensionless)
Substrate stress at interface: -0.552 MPa
Substrate stress at back face: 0.276 MPa
Zero-strain plane, formula: -120.8 micrometre
Zero-strain plane, energy minimum: -120.8 micrometre
Chosen film biaxial modulus: 200 GPa
Thickness ratio film/substrate: 1.379e-04 (dimensionless)
Radius change, finite film: -0.0138 percent
Chosen disk radius: 100 mm
Bow of disk: 31.7 micrometre
Bow/substrate thickness: 0.0437 (dimensionless)
Chosen Poisson ratio: 0.25 (dimensionless)
Young modulus of model plate: 135 GPa
Biaxial modulus from 3D Hooke law: 180.0 GPa
Stretching coefficient, numerical: 0.00260417 (dimensionless)
Stretching coefficient, 1/384: 0.00260417 (dimensionless)
Radius change, finite bow, formula: 0.0359 percent
Radius change, finite bow, solved: 0.0358 percent
Radius with finite bow: 157.74 m
Wrong radius, E in place of M_s: 118.3 m
Thick test, film/substrate: 0.30 (dimensionless)
Thick test, modulus ratio film/substrate: 2.0
Thick test, simple/true curvature: 0.8108
```
